# Drift, diffusion and branching from the path integral, with nodal drift limiting: test program

```python
"""Importance-sampled projection: for f = psi*phi, with phi obeying
-d(phi)/dt = (H - E_T) phi and H = -1/2 Laplacian + V, the result under test is
  df/dt = 1/2 Lap f - div(v f) - (E_L - E_T) f,
with v = grad(psi)/psi and E_L = H psi/psi. Near a node v ~ 1/s (s = distance),
so a finite time step tau needs the limited drift 2v/(1+sqrt(1+2 v^2 tau)).
Hartree atomic units throughout."""
import numpy as np
import sympy as sp
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigvals, expm
from scipy.optimize import brentq
from scipy.special import erf

# ---------- operator identity for arbitrary functions in two dimensions ----------
x, y = sp.symbols("x y", real=True)


def lap(u):
    return sp.diff(u, x, 2) + sp.diff(u, y, 2)


def forward_operator(f, psi, V, ET):
    vx, vy = sp.diff(psi, x) / psi, sp.diff(psi, y) / psi
    EL = V - lap(psi) / (2 * psi)
    return lap(f) / 2 - sp.diff(vx * f, x) - sp.diff(vy * f, y) - (EL - ET) * f


P, F, W = [sp.Function(name)(x, y) for name in ("P", "F", "W")]
E = sp.Symbol("E")
direct = P * (lap(F / P) / 2 - (W - E) * F / P)
assert sp.simplify(sp.expand((direct - forward_operator(F, P, W, E)).doit())) == 0
vP = [sp.diff(P, q) / P for q in (x, y)]
riccati = vP[0]**2 + vP[1]**2 + sp.diff(vP[0], x) + sp.diff(vP[1], y) - lap(P) / P
assert sp.simplify(sp.expand(riccati)) == 0

# ---------- short-time path-integral kernel, curved node, by quadrature ----------
psi_s = (x + 0.3 * y**2 - 0.5) * sp.exp(-0.4 * (x**2 + y**2))
phi_s = (1 + 0.2 * x * y + 0.3 * x) * sp.exp(-0.3 * (x**2 + 2 * y**2))
V_s = (x**2 + y**2) / 2 + 0.1 * x**2 * y**2
g_s = sp.sin(x + 0.5 * y) + x * y
ET2 = 1.0
EL_s = V_s - lap(psi_s) / (2 * psi_s)
psi2, phi2, V2, g2, EL2, vx2, vy2, rate2 = [
    sp.lambdify((x, y), expr, "numpy") for expr in
    (psi_s, phi_s, V_s, g_s, EL_s, sp.diff(psi_s, x) / psi_s,
     sp.diff(psi_s, y) / psi_s, forward_operator(psi_s * phi_s, psi_s, V_s, ET2))]
nodes, weights = np.polynomial.hermite_e.hermegauss(20)
weights = weights / weights.sum()
ZX, ZY = np.meshgrid(nodes, nodes, indexing="ij")
WW = np.outer(weights, weights)
px, py = 1.1, 0.4


def kernel_rate(tau):
    """(K f - f)/tau at the end point (px, py)."""
    X, Y = px + np.sqrt(tau) * ZX, py + np.sqrt(tau) * ZY
    action = np.exp(-tau * ((V2(X, Y) + V2(px, py)) / 2 - ET2))
    new_f = psi2(px, py) * np.sum(WW * action * phi2(X, Y))
    return (new_f - psi2(px, py) * phi2(px, py)) / tau


rate_kernel = 2 * kernel_rate(0.001) - kernel_rate(0.002)
rate_equation = float(rate2(px, py))
assert abs(rate_kernel - rate_equation) < 1e-4


def one_step_error(tau):
    """Average of g: exact product kernel minus drifted Gaussian with branching."""
    X, Y = px + np.sqrt(tau) * ZX, py + np.sqrt(tau) * ZY
    action = np.exp(-tau * ((V2(X, Y) + V2(px, py)) / 2 - ET2))
    product = np.sum(WW * action * g2(X, Y) * psi2(X, Y)) / psi2(px, py)
    drifted = np.sum(WW * g2(X + tau * vx2(px, py), Y + tau * vy2(px, py)))
    return product - drifted * np.exp(-tau * (EL2(px, py) - ET2))


err_a, err_b = one_step_error(0.002), one_step_error(0.001)
error_ratio = err_a / err_b
assert 3.7 < error_ratio < 4.3

# ---------- divergences at a curved node ----------
ny = 0.5
nx = 0.5 - 0.3 * ny**2
subs = {x: nx, y: ny}
grad = np.array([float(sp.diff(psi_s, q).subs(subs)) for q in (x, y)])
normal = grad / np.linalg.norm(grad)
dist = 1e-4
qx, qy = nx + dist * normal[0], ny + dist * normal[1]
s_times_v = dist * (vx2(qx, qy) * normal[0] + vy2(qx, qy) * normal[1])
s_times_EL = dist * EL2(qx, qy)
EL_coefficient = -float(lap(psi_s).subs(subs)) / (2 * np.linalg.norm(grad))
assert abs(s_times_v - 1) < 2e-3
assert abs(s_times_EL - EL_coefficient) < 2e-3

# ---------- oscillator pocket x > 0: solve the equation for f on cells ----------
a, ET, t_end = 0.8, 1.5, 0.5
ncell, xmax = 400, 8.0
h = xmax / ncell
xc = (np.arange(ncell) + 0.5) * h


def drift(r):
    return 1 / r - a * r


def local_energy(r):
    return 1.5 * a + 0.5 * (1 - a**2) * r**2


generator = np.diag(-(local_energy(xc) - ET))
for i in range(ncell - 1):
    v_face = drift((i + 1) * h)
    from_left, from_right = v_face / 2 + 0.5 / h, v_face / 2 - 0.5 / h
    generator[i, i] -= from_left / h
    generator[i, i + 1] -= from_right / h
    generator[i + 1, i] += from_left / h
    generator[i + 1, i + 1] += from_right / h
energy_grid = ET + np.min(np.real(eigvals(-generator)))
# Cell discretization error is of order h^2 = 4e-4, hence the tolerances below.
assert abs(energy_grid - 1.5) < 2e-3
f_start = xc**2 * np.exp(-a * xc**2)
f_grid = expm(t_end * generator) @ f_start
t0 = np.arctanh(a)
alpha = np.tanh(t_end + t0)
amplitude = np.exp(ET * t_end) * (np.cosh(t0) / np.cosh(t_end + t0))**1.5
f_exact = amplitude * xc**2 * np.exp(-(a + alpha) * xc**2 / 2)
f_error = np.max(abs(f_grid - f_exact)) / np.max(f_exact)
assert f_error < 2e-3
weight_grid = f_grid.sum() / f_start.sum()
weight_exact = f_exact.sum() / f_start.sum()
mixed_start = np.sum(f_start * local_energy(xc)) / f_start.sum()
mixed_grid = np.sum(f_grid * local_energy(xc)) / f_grid.sum()
mixed_exact = 1.5 * a + 1.5 * (1 - a**2) / (a + alpha)
assert abs(weight_grid - weight_exact) < 2e-3
assert abs(mixed_grid - mixed_exact) < 2e-3

# ---------- one finite step from distance s to a linear node ----------
tau = 0.01
sigma = np.sqrt(tau)


def gauss(u):
    return np.exp(-u**2 / (2 * tau)) / np.sqrt(2 * np.pi * tau)


def limited(v):
    return 2 * v / (1 + np.sqrt(1 + 2 * v**2 * tau))


def exact_mean(s):
    return ((s + tau / s) * erf(s / np.sqrt(2 * tau))
            + np.sqrt(2 * tau / np.pi) * np.exp(-s**2 / (2 * tau)))


def acceptance(s, drift_function):
    """Mean Metropolis acceptance for psi^2; moves across the node are rejected."""
    centre = s + tau * drift_function(s)
    r = np.linspace(max(1e-9, centre - 9 * sigma), centre + 9 * sigma, 20001)
    back = r + tau * drift_function(r)
    log_ratio = (2 * np.log(r / s) - a * (r**2 - s**2)
                 - (s - back)**2 / (2 * tau) + (r - centre)**2 / (2 * tau))
    return np.trapezoid(gauss(r - centre) * np.exp(np.minimum(0, log_ratio)), r) \
        if hasattr(np, "trapezoid") else \
        np.trapz(gauss(r - centre) * np.exp(np.minimum(0, log_ratio)), r)


def limited_drift(r):
    return limited(drift(r))


table = []
for ratio in (0.1, 0.5, 1.0, 2.0, 5.0):
    s = ratio * sigma
    top = s + 10 * sigma

    def image(r):
        return r / s * (gauss(r - s) - gauss(r + s))

    def signed(r):
        return r / s * gauss(r - s)

    norm = quad(image, 0, top, points=[s], epsabs=1e-11)[0]
    mean = quad(lambda r: r * image(r), 0, top, points=[s], epsabs=1e-11)[0]
    low = s - 10 * sigma
    positive = quad(signed, 0, top, points=[s], epsabs=1e-11)[0]
    negative = quad(signed, low, 0, epsabs=1e-11)[0]
    signed_mean = quad(lambda r: r * signed(r), low, top, points=[s], epsabs=1e-11)[0]
    absolute = positive - negative
    absolute_formula = (erf(s / np.sqrt(2 * tau)) + np.sqrt(2 * tau / np.pi)
                        * np.exp(-s**2 / (2 * tau)) / s)
    assert abs(norm - 1) < 1e-7 and abs(mean - exact_mean(s)) < 1e-7
    assert abs(positive + negative - 1) < 1e-7
    assert abs(signed_mean - (s + tau / s)) < 1e-7
    assert abs(absolute - absolute_formula) < 1e-7
    flow = solve_ivp(lambda t, r: 1 / r, (0, tau), [s], rtol=1e-10, atol=1e-12)
    s_limited = s + tau * limited(1 / s)
    assert abs(flow.y[0, -1] - s_limited) < 1e-7
    assert 0.88 < s_limited / mean <= 1.0
    table.append((ratio, s, signed_mean, mean, s_limited, absolute,
                  acceptance(s, drift), acceptance(s, limited_drift)))
assert table[0][6] < 1e-3 and table[0][7] > 0.8
mean_at_node = quad(lambda r: 2 * r**3 * gauss(r) / tau, 0, 10 * sigma,
                    epsabs=1e-11)[0]
assert abs(mean_at_node - np.sqrt(8 * tau / np.pi)) < 1e-7
cross_probability = quad(lambda r: gauss(r - np.sqrt(2 * tau)), -10 * sigma, 0)[0]

# ---------- heavy tail of unlimited drift displacements for density psi^2 ----------
norm_density = quad(lambda r: r**2 * np.exp(-a * r**2), 0, np.inf)[0]
c = 1 / norm_density


def density(r):
    return c * r**2 * np.exp(-a * r**2)


L = 1.0
edge = brentq(lambda r: tau * drift(r) - L, 1e-5, 1.0)
tail = quad(density, 0, edge, epsabs=1e-16)[0]
tail_law = c * tau**3 / (3 * L**3)
assert abs(tail / tail_law - 1) < 0.01
third_decades = [quad(lambda r: density(r) * (tau * drift(r))**3, lo, 10 * lo,
                      epsabs=1e-16)[0] for lo in (1e-4, 1e-5)]
decade_law = c * tau**3 * np.log(10)
assert all(abs(value / decade_law - 1) < 0.001 for value in third_decades)
near_fraction = quad(density, 0, sigma, epsabs=1e-14)[0]
assert abs(near_fraction / (c * sigma**3 / 3) - 1) < 0.01

# ---------- output ----------
print("CURVED NODE IN TWO DIMENSIONS")
print(f"test point x, y = {px}, {py} bohr; E_T = {ET2} hartree")
print(f"df/dt from path-integral kernel = {rate_kernel:.6f} a.u.")
print(f"df/dt from drift-diffusion-branching = {rate_equation:.6f} a.u.")
print(f"one-step error, tau=0.002: {err_a:.3e}; tau=0.001: {err_b:.3e} a.u.")
print(f"error ratio on halving tau = {error_ratio:.3f}")
print(f"node point x, y = {nx:.3f}, {ny:.3f} bohr; distance s = {dist:.0e} bohr")
print(f"s * normal drift = {s_times_v:.5f} (dimensionless)")
print(f"s * E_L = {s_times_EL:.5f}, predicted limit {EL_coefficient:.5f} hartree bohr")
print("OSCILLATOR POCKET x > 0")
print(f"a = {a} bohr^-2, E_T = {ET} hartree, t = {t_end} a.u.")
print(f"cell width = {h:.3f} bohr, outer edge = {xmax} bohr")
print(f"fixed-node energy from equation for f = {energy_grid:.5f} hartree")
print(f"largest error of f(t) relative to its peak = {f_error:.2e}")
print(f"alpha(t) = {alpha:.5f} bohr^-2, amplitude A(t) = {amplitude:.5f}")
print(f"weight(t)/weight(0): grid {weight_grid:.5f}, closed form {weight_exact:.5f}")
print(f"mixed energy at t=0 = {mixed_start:.5f} hartree")
print(f"mixed energy at t: grid {mixed_grid:.5f}, closed form {mixed_exact:.5f} hartree")
print("ONE FINITE STEP NEAR THE NODE")
print(f"tau = {tau} a.u., sqrt(tau) = {sigma:.3f} bohr")
print("means: linear node; acceptances: oscillator trial function")
print("s/sqrt(tau), s, mean unlimited, mean exact, mean limited (bohr)")
for row in table:
    print(f"  {row[0]:.1f}  {row[1]:.3f}  {row[2]:.5f}  {row[3]:.5f}  {row[4]:.5f}")
print("s/sqrt(tau), absolute signed weight, acceptance unlimited, limited")
for row in table:
    print(f"  {row[0]:.1f}  {row[5]:.5f}  {row[6]:.3e}  {row[7]:.5f}")
print(f"exact mean for start at the node = {mean_at_node:.5f} bohr")
print(f"limited centre for start at the node = {np.sqrt(2 * tau):.5f} bohr")
print(f"crossing probability from that centre = {cross_probability:.5f}")
print(f"density coefficient c = {c:.5f} bohr^-3")
print(f"fraction of psi^2 within sqrt(tau) of node = {near_fraction:.3e}")
print(f"P(drift displacement > {L} bohr) = {tail:.4e}, law {tail_law:.4e}")
print(f"third moment, s from 1e-4 to 1e-3 bohr = {third_decades[0]:.4e} bohr^3")
print(f"third moment, s from 1e-5 to 1e-4 bohr = {third_decades[1]:.4e} bohr^3")
print(f"logarithmic law per decade = {decade_law:.4e} bohr^3")
print("tests ok")
```

Output:

```
CURVED NODE IN TWO DIMENSIONS
test point x, y = 1.1, 0.4 bohr; E_T = 1.0 hartree
df/dt from path-integral kernel = -0.175456 a.u.
df/dt from drift-diffusion-branching = -0.175456 a.u.
one-step error, tau=0.002: 1.545e-06; tau=0.001: 3.867e-07 a.u.
error ratio on halving tau = 3.996
node point x, y = 0.425, 0.500 bohr; distance s = 1e-04 bohr
s * normal drift = 0.99996 (dimensionless)
s * E_L = 0.15343, predicted limit 0.15325 hartree bohr
OSCILLATOR POCKET x > 0
a = 0.8 bohr^-2, E_T = 1.5 hartree, t = 0.5 a.u.
cell width = 0.020 bohr, outer edge = 8.0 bohr
fixed-node energy from equation for f = 1.49999 hartree
largest error of f(t) relative to its peak = 2.34e-04
alpha(t) = 0.92146 bohr^-2, amplitude A(t) = 1.10290
weight(t)/weight(0): grid 0.98827, closed form 0.98826
mixed energy at t=0 = 1.53750 hartree
mixed energy at t: grid 1.51368, closed form 1.51369 hartree
ONE FINITE STEP NEAR THE NODE
tau = 0.01 a.u., sqrt(tau) = 0.100 bohr
means: linear node; acceptances: oscillator trial function
s/sqrt(tau), s, mean unlimited, mean exact, mean limited (bohr)
  0.1  0.010  1.01000  0.15984  0.14177
  0.5  0.050  0.25000  0.16614  0.15000
  1.0  0.100  0.20000  0.18493  0.17321
  2.0  0.200  0.25000  0.24942  0.24495
  5.0  0.500  0.52000  0.52000  0.51962
s/sqrt(tau), absolute signed weight, acceptance unlimited, limited
  0.1  8.01871  1.643e-05  0.91180
  0.5  1.79119  7.746e-01  0.88271
  1.0  1.16663  8.722e-01  0.87692
  2.0  1.00849  9.390e-01  0.92875
  5.0  1.00000  9.979e-01  0.99604
exact mean for start at the node = 0.15958 bohr
limited centre for start at the node = 0.14142 bohr
crossing probability from that centre = 0.07865
density coefficient c = 1.61480 bohr^-3
fraction of psi^2 within sqrt(tau) of node = 5.357e-04
P(drift displacement > 1.0 bohr) = 5.3811e-07, law 5.3827e-07
third moment, s from 1e-4 to 1e-3 bohr = 3.7182e-06 bohr^3
third moment, s from 1e-5 to 1e-4 bohr = 3.7182e-06 bohr^3
logarithmic law per decade = 3.7182e-06 bohr^3
tests ok
```
